# Single-Electron Transistor: Kinetic Monte Carlo Checked by a Null Vector

A simulation of single-electron jumps can give a steady, reproducible current that is wrong. For the device treated below, averaging over the charge states visited, instead of over the time spent in them, gives about 0.8 nA when electrons are counted at one of the two junctions. A rate matrix that keeps only the states with 0 and 1 excess electrons gives 0.13 nA. The model's current is 0.408 nA. Neither wrong number looks suspicious by itself. What exposes them is a second calculation of the same mean: kinetic Monte Carlo needs no truncation but has statistical error, while the null vector of a rate matrix has no statistical error but needs truncation.

## The device and its energies

A metal island is joined to lead 1, at potential $V_1=V$, and to lead 2, at $V_2=0$, by tunnel junctions with capacitances $C_1,C_2$ and resistances $R_1,R_2$. A gate at $V_g$ couples through $C_g$ and passes no current. The algebra uses atomic units, $e=\hbar=1$, and an electron has charge $-1$. Current is positive from lead 1 to lead 2, so electrons then move from 2 to 1.

With $n$ excess electrons, the island charge is $-n=\sum_i C_i(\phi-V_i)$, where $i$ runs over both leads and the gate. With $C=C_1+C_2+C_g$,

$$\phi(n)=\frac{C_1V_1+C_2V_2+C_gV_g-n}{C}.$$

Let an electron enter from lead $j$. The potential falls from $\phi$ to $\phi'=\phi-1/C$. Each capacitor draws charge $C_i(\phi-\phi')=C_i/C$ from its source, and the source of lead $j$ also replaces the departed charge $-1$. The sources therefore do work $\sum_iV_iC_i/C-V_j$. The stored energy rises by

$$\Delta U=\tfrac12\sum_iC_i\left[(V_i-\phi')^2-(V_i-\phi)^2\right]
=\frac1{2C}\sum_iC_i(2V_i-\phi-\phi').$$

Work minus $\Delta U$ is the energy released. The terms in $V_iC_i$ cancel, leaving $(\phi+\phi')/2-V_j$:

$$w_j^{\rm in}(n)=\phi(n)-V_j-\frac1{2C},\qquad
w_j^{\rm out}(n)=V_j-\phi(n)-\frac1{2C}.$$

The second result follows in the same way with $\phi'=\phi+1/C$. Since $\phi(n+1)=\phi(n)-1/C$, the reverse jump obeys $w_j^{\rm out}(n+1)=-w_j^{\rm in}(n)$.

The example has $C_1,C_2,C_g=1.0,\,2.0,\,0.2$ aF, $R_1,R_2=10,\,50$ MΩ, $V=0.06$ V, $V_g=0.20$ V and $T=30$ K. The charging energy $1/(2C)$ is 0.02503 eV and $kT=0.002585$ eV. Then $\phi(0)=(0.06+0.04)/3.2=0.03125$ V. Entry from lead 2 at $n=0$ releases $0.03125-0.02503=0.00622$ eV. Exit to lead 1 releases $0.06-0.03125-0.02503=0.00372$ eV. Both are downhill, so the island can go either way from $n=0$.

## From energies to rates

Assume continuous electron spectra, thermal occupations $f$ on both sides, a constant tunnelling matrix element $t$, and an environment that absorbs no energy. Measure each electron's energy from the Fermi level on its own side: one that starts at $\varepsilon$ arrives at $\varepsilon+w$. The golden rule gives

$$\Gamma(w)=\frac1R\int f(\varepsilon)[1-f(\varepsilon+w)]\,d\varepsilon,\qquad \frac1R=2\pi|t|^2\nu\nu',$$

where $\nu\nu'$ is the product of the densities of states, summed over the conserved spin. Put $a=e^{\varepsilon/kT}$ and $b=e^{w/kT}$. The integrand is $ab/[(1+a)(1+ab)]$, while $f(\varepsilon)-f(\varepsilon+w)=a(b-1)/[(1+a)(1+ab)]$. Their ratio is $1/(1-1/b)$, independent of $\varepsilon$. The integral of the difference of two Fermi functions shifted by $w$ is $w$, so

$$\Gamma(w)=\frac{w}{R\,(1-e^{-w/kT})}.$$

This is the orthodox rate. It tends to $w/R$ far downhill, to $kT/R$ at $w=0$, and to $|w|e^{-|w|/kT}/R$ far uphill. Also $\Gamma(w)-\Gamma(-w)=w/R$, which identifies $R$ as the ohmic resistance, and $\Gamma(w)=e^{w/kT}\Gamma(-w)$.

In practical units, $w/R$ in eV/MΩ is multiplied by 6242 to give a rate in 1/ns. Write $u_j(n)$ for entry from lead $j$, $d_j(n)$ for exit to it, $u=u_1+u_2$ and $d=d_1+d_2$. The rates in 1/ns are:

| $n$ | $u_1$ | $u_2$ | $d_1$ | $d_2$ |
|---|---|---|---|---|
| −1 | 0.7226 | 7.026 | ≈0 | ≈0 |
| 0 | ≈0 | 0.853 | 3.042 | ≈0 |
| 1 | ≈0 | ≈0 | 33.57 | 0.0770 |

Entries marked ≈0 are below $10^{-6}$ per ns.

## Three states by hand

In the steady state, probability cannot accumulate on either side of the link between $n$ and $n+1$, so its two flows cancel:

$$p(-1)\,7.749=p(0)\,3.042,\qquad p(0)\,0.853=p(1)\,33.65.$$

Thus $p(-1)/p(0)=0.3926$ and $p(1)/p(0)=0.02535$. Dividing by the sum $1.4179$ gives $p(-1),p(0),p(1)=0.2769,\,0.7053,\,0.0179$.

The mean number of electrons leaving through junction 1 per ns is

$$0.7053(3.042)+0.0179(33.57)-0.2769(0.7226)=2.546.$$

Entry from lead 1 counts negatively. One electron per ns is 0.1602 nA, so $I=0.408$ nA, or $6.16\times10^{-8}$ atomic units.

Now follow the jumps. State 0 lasts on average $1/(3.042+0.853)=0.257$ ns. It leads to $-1$ with probability $3.042/3.895=0.781$ and to $+1$ with probability 0.219. Each outer state leads back to 0, so half of all visits are to state 0, and the visit shares are 0.391, 0.500, 0.110. The mean stays are 0.129, 0.257 and 0.030 ns. Multiplying shares by stays gives 0.0504, 0.1284 and 0.0033 ns, with sum 0.182 ns, the mean time between events. Dividing by this sum restores the occupations above.

Weighting rates by visits instead gives state 1, with its rapid exit, six times its proper weight. That is the main origin of the false 0.8 nA at junction 1. The same weighting at junction 2 gives about 0.51 nA. The true currents through the two junctions are equal, so comparing them also reveals this error.

## The general rate matrix

Let $p$ be the column of occupations and $W_{mn}$ the rate from $n$ to $m\ne n$, with $W_{nn}=-\sum_{m\ne n}W_{mn}$. Then $\dot p=Wp$, and each column of $W$ sums to zero. Summing the rows of $Wp=0$ from the lowest state up to $n$ cancels all flows except those across one link:

$$p(n)u(n)=p(n+1)d(n+1).$$

All rates are positive, so this recursion fixes a positive null vector, unique up to normalization.

On the unbounded chain the sum still converges. For each lead, $u_j(n)=d_j(n+1)e^{w_j^{\rm in}(n)/kT}$, so $p(n+1)/p(n)$ is no larger than the larger of the two exponentials. As $n\to\infty$ both $w_j^{\rm in}$ fall linearly, and $p$ falls at least as fast as a Gaussian. The same argument for the inverse ratio covers $n\to-\infty$.

Link $n$ contributes $i(n)=p(n+1)d_1(n+1)-p(n)u_1(n)$ to the current. Eliminate $p(n+1)$ and write $d'$ for $d(n+1)$:

$$i(n)=\frac{p(n)}{d'}\left[(u_1+u_2)d_1'-u_1(d_1'+d_2')\right]
=\frac{p(n)}{d'}\left[u_2d_1'-u_1d_2'\right].$$

The bracket equals $d_1'd_2'(e^{w_2^{\rm in}/kT}-e^{w_1^{\rm in}/kT})$, and $w_2^{\rm in}-w_1^{\rm in}=V$. Every link therefore carries positive current for $V>0$ and none for $V=0$.

## What truncation does

Keep a window of consecutive states and delete the jumps that leave it, also from the diagonal. The link equations inside are unchanged. The new null vector is thus the full one, restricted and divided by $P$, the full probability of the window. Each inner link current is likewise divided by $P$, so

$$I=P\,I_{\rm window}+\sum_{\text{links not inside}}i(n).$$

For the window $\{0,1\}$, $I_{\rm window}=0.853\times33.57/(0.853+33.65)=0.830$ per ns, or 0.133 nA, which is 67% below the full value. The identity repairs it: $P=0.7231$ contributes 0.096 nA, and the missing link from $-1$ to 0 carries $0.2769\times7.026=1.945$ per ns, or 0.312 nA. The sum is 0.408 nA.

Adding $n=-1$ reduces the relative error to about $1.5\times10^{-8}$, compared with a window from $-8$ to 9 whose null vector was found by singular-value decomposition. A window must be widened on both sides until the current settles; including the two states nearest the intended transition is not enough here.

The diagonal matters too. If the exit rate 3.042 from state 0 is kept while its destination is removed, the matrix is

$$\begin{pmatrix}-3.895&33.65\\0.853&-33.65\end{pmatrix}.$$

Its determinant is $3.042\times33.65\ne0$, so it has no null vector. Its slower eigenvalue is $-2.96$ per ns: probability leaks away.

## The Monte Carlo algorithm

If $G(n)=u(n)+d(n)$, the probability $S$ of no jump obeys $\dot S=-GS$, so $S(\tau)=e^{-G\tau}$. Setting $S=1-r$, with $r$ uniform on $[0,1)$, gives the waiting time. The procedure is:

1. Compute the four rates for the current $n$; no limit is placed on $n$.
2. Draw $\tau=-\ln(1-r)/G(n)$.
3. If $\tau$ passes the end of the block, add the remaining time to the stay in $n$ and end the block.
4. Otherwise advance the clock by $\tau$, choose one of the four jumps with probability proportional to its rate, and update $n$.
5. Add 1 to the count $k$ for an exit to lead 1, and subtract 1 for an entry from it. Return to step 1.

The next block may draw a fresh waiting time, because $S(s+\tau)/S(s)=S(\tau)$: the time already waited does not alter the remaining wait. A first block is discarded to remove the influence of the initial state.

Successive returns to $n=0$ divide a long run into independent cycles with the same statistics. By the law of large numbers, the share of time in each state tends to a fixed value. These shares are stationary, so they are $p(n)$. While the island is in $n$, the expected count grows at rate $d_1(n)-u_1(n)$, hence

$$\frac{k}{t}\to\sum_np(n)[d_1(n)-u_1(n)]=I.$$

## How close should a finite run be?

Multiply each exit rate to lead 1 by $e^{\chi}$ and each entry rate from it by $e^{-\chi}$, off the diagonal only. This gives $W(\chi)=W+\chi J+\tfrac12\chi^2K+\dots$, where $J$ holds these rates with signs $+$ and $-$, and $K$ holds them all with plus signs. The average of $e^{\chi k}$ is $\mathbf 1^Te^{W(\chi)t}p$, which grows as $e^{\lambda(\chi)t}$ with the largest eigenvalue $\lambda$. The derivatives of its logarithm at $\chi=0$ are the mean and variance of $k$. At long times these grow at the rates $\lambda'$ and $D=\lambda''$.

Expand the eigenvector as $p+\chi y+\dots$ and choose $\mathbf1^Ty=0$. First order gives

$$Wy=(\lambda'-J)p,\qquad \lambda'=\mathbf1^TJp.$$

Summing the second-order equation over rows removes $W$, since its columns sum to zero, and leaves $\mathbf1^TJy+\tfrac12\mathbf1^TKp=\tfrac12\lambda''$. Therefore

$$D=\mathbf1^TKp+2\,\mathbf1^TJy,\qquad \text{standard error of }I=\sqrt{D/t}.$$

For the three states, the first-order equation gives $y=(0.1348,-0.1302,-0.0047)$. Then $\mathbf1^TKp=2.946$ and $\mathbf1^TJy=-0.650$ per ns, so $D=1.646$ per ns. The Fano factor $D/\lambda'$ is 0.647; independent, one-way jumps would give 1.

A simpler limit shows why it is lower. Let electrons only enter from lead 2 at rate $\alpha$ and leave to lead 1 at rate $\beta$, with two states. Then $p_0=\beta/(\alpha+\beta)$, $p_1=\alpha/(\alpha+\beta)$ and $\lambda'=\beta p_1$. The first-order equation gives $y_0=-y_1=\lambda'p_1/(\alpha+\beta)$. Hence $\mathbf1^TJy=\beta y_1=-\lambda'p_0p_1$ and $D/\lambda'=1-2p_0p_1$. Alternation regularizes the flow most when $\alpha=\beta$, where the factor is one half. If one rate is much the smaller, it tends to 1.

The main run, 400 blocks lasting 182 μs in all, contained about one million events. Its predicted error is $\sqrt{1.646/182020}=0.0030$ per ns, or 0.0005 nA. It gave 0.4081 nA against 0.4078 nA from the null vector, half a standard error away. The other runs below had about 300,000 events each; $V_g=0.20$ V throughout.

| $V$ (V) | Null vector (nA) | Monte Carlo (nA) | Standard error (nA) |
|---|---|---|---|
| 0.02 | 0.01153 | 0.01157 | 0.00003 |
| 0.04 | 0.0598 | 0.0598 | 0.0002 |
| 0.06 | 0.4078 | 0.4081 | 0.0005 |
| 0.09 | 0.949 | 0.950 | 0.002 |
| 0.12 | 1.258 | 1.257 | 0.003 |

The largest deviation is 1.6 standard errors, at 0.02 V. Agreement supports the sampling and the truncation. It cannot reveal an error in the rates, which both calculations share.

## Where the model ends

In the blockade, sequential jumps need thermal energy, and a process left out of the model can compete with them. Two electrons can tunnel in one second-order process, in through junction 2 and out through junction 1, with the charged island as a virtual state. Let $E_1,E_2$ be the energy costs of the two possible orders, held fixed. Replacing each $|t|^2\nu\nu'$ by $1/(2\pi R_j)$ in the second-order golden rule gives a net current

$$I_{\rm cot}=\frac{1}{2\pi R_1R_2}\left(\frac1{E_1}+\frac1{E_2}\right)^2\frac{V[V^2+(2\pi kT)^2]}6.$$

The last factor is the energy integral. With energies in units of $kT$ and $s=V/kT$, the forward minus backward integral is $\int x(s-x)\tfrac12[\coth\tfrac x2+\coth\tfrac{s-x}2]dx$. Replacing each coth by the sign of its argument leaves $\int_0^sx(s-x)dx=s^3/6$. Each remainder adds $2s\int_0^\infty x\,dx/(e^x-1)=\pi^2s/3$. The sum is $s(s^2+4\pi^2)/6$.

At $V=0.005$ V and $V_g=-0.025$ V, $\phi(0)=0$ and the costs are 0.025 and 0.020 eV. At 30 K this estimate is $2.5\times10^{-6}$ nA, about 1.5% of the sequential $1.7\times10^{-4}$ nA. Equating the two currents numerically puts the crossover near 18 K, below which the orthodox simulation misses most of the valley current. Fixed denominators make this a rough figure.

The parameters are round values in the rough range of metal-nanoparticle transistors, here a 10 nm silver sphere. Silver stays a normal metal, and its free-electron level spacing $4E_F/(3N)$, with $N$ conduction electrons, is 0.00024 eV, a tenth of $kT$. With a rough oxide permittivity of 9 and thickness of 1.5 nm, the flat-plate formula gives $C_2$ for an area of 38 nm², about half the sphere's cross-section. This is only a check of size, since the curved surface of a sphere also contributes to the capacitance: an isolated 10 nm sphere has 0.56 aF in vacuum and 5.0 aF when embedded in a medium of permittivity 9, more than the 3.2 aF total, so the oxide can cover only part of it. It does not test the chosen resistances, which depend roughly exponentially on the oxide thickness and also strongly on the barrier height and effective mass. A rectangular-barrier estimate for 1.5 nm and 38 nm² gives about $2\times10^{12}$ Ω for a 2 eV barrier with the free-electron mass and about $2\times10^{8}$ Ω for 1.5 eV with mass 0.4, so 50 MΩ calls for a thinner or lower barrier. The model also holds the background charge fixed, whereas trapped charges can move. A change of $+0.1$ elementary charge in $C_gV_g$ lowers the current at the main point by 20%, far more than the Monte Carlo error. Among the three occupied states the largest junction voltage is 0.081 V, at $n=-1$, which gives an oxide field of about 0.5 MV/cm across 1.5 nm, and more across a thinner oxide. The gate's control of the current depends strongly on temperature: at $V=0.005$ V, sweeping the gate through one period changes the sequential current by a factor of about 360 at 30 K, but by only 0.1% at 300 K. In this model the device would not switch at room temperature; that would require a smaller total capacitance.
